# Multiphoton resonances of a polar two-level molecule in a cavity: verification in Python

```python
"""
Result under test: for a polar two-level molecule in a single cavity mode,
a state-dependent displacement removes the permanent dipoles. The n-photon
pair |g,N+n>, |e,N> then has the coupling, in units of the mode energy w,
  G = eta_t*n*(-delta)**(n-1)*exp(-delta**2/2)
      *sqrt(N!/(N+n)!)*L_N^(n)(delta**2).
Symbols: eta_g, eta_e, eta_t are vacuum field times ground, excited and
transition dipole divided by w; delta = eta_e-eta_g; L is an associated
Laguerre polynomial. The original Hamiltonian is
  H = splitting*|e><e| + w*(adag+eta)*(a+eta).
All internal energies are in units of w; printed energies are in Ry.
"""
import numpy as np
from math import factorial, pi, sqrt, exp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre


def lowering(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def hamiltonian(splitting, dipoles, size=40, self_energy=True):
    """Original Hamiltonian; basis g,0..size-1 followed by e,0..size-1."""
    eta_g, eta_e, eta_t = dipoles
    eta = np.array([[eta_g, eta_t], [eta_t, eta_e]])
    a = lowering(size)
    one = np.eye(size)
    h = np.kron(np.eye(2), a.T @ a) + np.kron(eta, a + a.T)
    h += np.kron(np.diag([0.0, splitting]), one)
    if self_energy:
        h += np.kron(eta @ eta, one)
    return h


def coupling(m, k, delta, eta_t):
    """Laguerre formula for <e,m|V|g,k> in the displaced frame."""
    n, low = abs(m - k), min(m, k)
    if n == 0:
        return 0.0
    signed = delta if m > k else -delta
    root = sqrt(factorial(low) / factorial(low + n))
    return (eta_t * n * signed ** (n - 1) * exp(-delta**2 / 2) * root
            * eval_genlaguerre(low, n, delta**2))


def avoided_crossing(n, N, dipoles, size=40, self_energy=True, offset=0.0):
    """Minimum gap and its detuning from n+offset, by diagonalization."""
    base = hamiltonian(n + offset, dipoles, size, self_energy)
    excited = np.diag(np.r_[np.zeros(size), np.ones(size)])
    index = n + 2 * N

    def level_gap(detuning):
        levels = np.linalg.eigvalsh(base + detuning * excited)
        return levels[index + 1] - levels[index]

    found = minimize_scalar(level_gap, bounds=(-0.1, 0.1), method="bounded",
                            options={"xatol": 1e-10})
    return found.fun, found.x


def resonance_shift(n, N, delta, eta_t, cutoff=25):
    """Second-order displacement of the resonance from splitting = n."""
    k_res = N + n
    ground = -sum(coupling(m, k_res, delta, eta_t)**2 / (n + m - k_res)
                  for m in range(cutoff) if m != N)
    excited = sum(coupling(N, k, delta, eta_t)**2 / (n + N - k)
                  for k in range(cutoff) if k != k_res)
    return ground - excited


# Round model parameters in Rydberg units
omega = 0.02                     # Ry
force = 0.004                    # e times vacuum field, Ry/bohr
lengths = (1.0, 4.0, 0.25)       # dipole/e for g, e, transition, bohr
dipoles = tuple(force * length / omega for length in lengths)
eta_g, eta_e, eta_t = dipoles
delta = eta_e - eta_g

# Mode volume from Rydberg units and independently from SI units
volume = 4 * pi * omega / force**2
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]
bohr = const.physical_constants["Bohr radius"][0]
field_si = force * rydberg / bohr / const.e
volume_si = omega * rydberg / (2 * const.epsilon_0 * field_si**2)
assert abs(volume_si / bohr**3 / volume - 1) < 1e-6

# Exact displaced Hamiltonian: matrix exponential against Laguerre formula
size, block = 60, 10
a = lowering(size)
U = expm(np.kron(np.diag([eta_g, eta_e]), a.T - a))
test_splitting = 1.37
moved = U @ hamiltonian(test_splitting, dipoles, size) @ U.T
keep = np.r_[np.arange(block), size + np.arange(block)]
moved = moved[np.ix_(keep, keep)]
V = np.array([[coupling(m, k, delta, eta_t) for k in range(block)]
              for m in range(block)])
number = np.diag(np.arange(block)) + eta_t**2 * np.eye(block)
derived = np.block([[number, V.T],
                    [V, number + test_splitting * np.eye(block)]])
frame_error = np.max(np.abs(moved - derived))
assert frame_error < 1e-9

# The displaced reference state has no mean physical field
eta_matrix = np.array([[eta_g, eta_t], [eta_t, eta_e]])
field = np.kron(np.eye(2), a) + np.kron(eta_matrix, np.eye(size))
reference = U.T[:, 0]
mean_field = reference @ field @ reference
assert abs(mean_field) < 1e-10

# Only the difference of the permanent dipoles enters the spectrum
first = np.linalg.eigvalsh(hamiltonian(2.1, dipoles, size))[:12]
second = np.linalg.eigvalsh(
    hamiltonian(2.1, (-delta / 2, delta / 2, eta_t), size))[:12]
assert np.max(np.abs(first - second)) < 1e-9

# Weak transition dipole: gaps, resonance shifts and order of the error
cases = [(n, N) for n in (1, 2, 3) for N in (0, 1, 2)]
worst = []
for weak in (0.01, 0.02):
    errors = []
    for n, N in cases:
        gap, shift = avoided_crossing(n, N, (eta_g, eta_e, weak))
        predicted = 2 * abs(coupling(N, N + n, delta, weak))
        errors.append(abs(gap / predicted - 1))
        if weak == 0.01:
            expected = resonance_shift(n, N, delta, weak)
            assert abs(shift - expected) < 0.05 * weak**2
    worst.append(max(errors))
assert worst[0] < 5e-3
error_ratio = worst[1] / worst[0]
assert 3.5 < error_ratio < 4.5

# Equal permanent dipoles: no two-photon gap, but a third-order n=3 gap
equal = (0.5, 0.5, eta_t)
equal_two = avoided_crossing(2, 0, equal)[0]
equal_three = avoided_crossing(3, 0, equal)[0]
third_order = sqrt(6) * eta_t**3 / 2
assert equal_two < 1e-6
assert abs(equal_three / third_order - 1) < 0.05

# A Laguerre zero suppresses the n=2, N=1 resonance
zero_dipoles = (0.0, sqrt(3), 0.01)
zero_gap = avoided_crossing(2, 1, zero_dipoles, size=60)[0]
open_gap = avoided_crossing(2, 0, zero_dipoles, size=60)[0]
assert zero_gap < 0.02 * open_gap

# Effect of leaving out the dipole self-energy
offset = eta_e**2 - eta_g**2
factor = 1 + delta * (eta_g + eta_e) / 2
weak_bare = avoided_crossing(2, 0, (eta_g, eta_e, 0.01),
                             self_energy=False, offset=offset)[0]
weak_formula = 2 * abs(coupling(0, 2, delta, 0.01)) * factor
assert abs(weak_bare / weak_formula - 1) < 0.01
bare_gap = avoided_crossing(2, 0, dipoles, self_energy=False,
                            offset=offset)[0]

# Worked example
table = []
for n, N in cases:
    gap, shift = avoided_crossing(n, N, dipoles)
    predicted = 2 * abs(coupling(N, N + n, delta, eta_t))
    assert abs(gap / predicted - 1) < 0.10
    table.append((n, N, eval_genlaguerre(N, n, delta**2), predicted, gap,
                  resonance_shift(n, N, delta, eta_t), shift))
two_formula, two_gap, two_shift = table[3][3], table[3][4], table[3][6]
larger_basis = avoided_crossing(2, 0, dipoles, size=60)[0]
assert abs(larger_basis - two_gap) < 1e-9

# Two-photon transfer under the original Hamiltonian
levels, vectors = np.linalg.eigh(hamiltonian(2 + two_shift, dipoles, size))
start, target = U.T[:, 2], U.T[:, size]
time = pi / two_formula
amplitude = (target @ vectors) @ (np.exp(-1j * levels * time)
                                  * (vectors.T @ start))
transfer = abs(amplitude)**2
assert transfer > 0.93

rydberg_mev = rydberg / const.e * 1000
time_fs = time / omega * const.hbar / rydberg * 1e15
print(f"mode energy = {omega:.4f} Ry")
print(f"e times vacuum field = {force:.4f} Ry/bohr")
print(f"dipole lengths g, e, transition = {lengths} bohr")
print(f"mode volume = {volume:.1f} bohr^3")
print(f"eta_g, eta_e, eta_t = {eta_g:.3f}, {eta_e:.3f}, {eta_t:.3f}")
print(f"delta = {delta:.3f}; exp(-delta^2/2) = {exp(-delta**2/2):.6f}")
print(f"largest displaced-frame matrix error = {frame_error:.1e} omega")
print("Splittings 2|G| (formula) and minimum gaps (diagonalization):")
for n, N, lag, formula, gap, _, _ in table:
    print(f"n={n} N={N} L={lag:.4f} formula={formula*omega:.4e} Ry "
          f"gap={gap*omega:.4e} Ry")
print("Resonance shifts (second order) and (diagonalization):")
for n, N, _, _, _, expected, shift in table:
    print(f"n={n} N={N} second order={expected*omega:.3e} Ry "
          f"found={shift*omega:.3e} Ry")
print(f"largest relative gap error, eta_t=0.01: {worst[0]:.2e}")
print(f"largest relative gap error, eta_t=0.02: {worst[1]:.2e}")
print(f"ratio of these errors = {error_ratio:.3f}")
print(f"n=2 N=0 formula splitting = {two_formula*omega*rydberg_mev:.3f} meV")
print(f"n=2 N=0 minimum gap = {two_gap*omega*rydberg_mev:.3f} meV")
print(f"n=2 transfer time = {time_fs:.2f} fs")
print(f"n=2 transfer probability = {transfer:.4f}")
print(f"no self-energy: n=2 gap = {bare_gap*omega:.4e} Ry")
print(f"no self-energy: leading resonance offset = {offset*omega:.4e} Ry")
print(f"no self-energy: predicted coupling factor = {factor:.4f}")
print(f"equal dipoles: n=2 gap below 1e-6 omega: {equal_two < 1e-6}")
print(f"equal dipoles: n=3 gap = {equal_three*omega:.4e} Ry")
print(f"equal dipoles: n=3 third order = {third_order*omega:.4e} Ry")
print(f"delta^2=3, eta_t=0.01: gap N=1 / gap N=0 = {zero_gap/open_gap:.2e}")
print("PASS")
```

Printed output:

```
mode energy = 0.0200 Ry
e times vacuum field = 0.0040 Ry/bohr
dipole lengths g, e, transition = (1.0, 4.0, 0.25) bohr
mode volume = 15708.0 bohr^3
eta_g, eta_e, eta_t = 0.200, 0.800, 0.050
delta = 0.600; exp(-delta^2/2) = 0.835270
largest displaced-frame matrix error = 5.3e-15 omega
Splittings 2|G| (formula) and minimum gaps (diagonalization):
n=1 N=0 L=1.0000 formula=1.6705e-03 Ry gap=1.6670e-03 Ry
n=1 N=1 L=1.6400 formula=1.9373e-03 Ry gap=1.9257e-03 Ry
n=1 N=2 L=1.9848 formula=1.9143e-03 Ry gap=1.8911e-03 Ry
n=2 N=0 L=1.0000 formula=1.4175e-03 Ry gap=1.4177e-03 Ry
n=2 N=1 L=2.6400 formula=2.1606e-03 Ry gap=2.1619e-03 Ry
n=2 N=2 L=4.6248 formula=2.6763e-03 Ry gap=2.6774e-03 Ry
n=3 N=0 L=1.0000 formula=7.3655e-04 Ry gap=7.3232e-04 Ry
n=3 N=1 L=3.6400 formula=1.3405e-03 Ry gap=1.3336e-03 Ry
n=3 N=2 L=8.2648 formula=1.9250e-03 Ry gap=1.9175e-03 Ry
Resonance shifts (second order) and (diagonalization):
n=1 N=0 second order=-2.067e-05 Ry found=-2.045e-05 Ry
n=1 N=1 second order=1.188e-05 Ry found=1.332e-05 Ry
n=1 N=2 second order=6.561e-05 Ry found=6.894e-05 Ry
n=2 N=0 second order=-1.237e-04 Ry found=-1.240e-04 Ry
n=2 N=1 second order=-1.336e-04 Ry found=-1.338e-04 Ry
n=2 N=2 second order=-1.012e-04 Ry found=-9.978e-05 Ry
n=3 N=0 second order=-1.717e-04 Ry found=-1.723e-04 Ry
n=3 N=1 second order=-2.510e-04 Ry found=-2.531e-04 Ry
n=3 N=2 second order=-3.048e-04 Ry found=-3.091e-04 Ry
largest relative gap error, eta_t=0.01: 4.83e-04
largest relative gap error, eta_t=0.02: 1.93e-03
ratio of these errors = 4.003
n=2 N=0 formula splitting = 19.286 meV
n=2 N=0 minimum gap = 19.288 meV
n=2 transfer time = 107.22 fs
n=2 transfer probability = 0.9960
no self-energy: n=2 gap = 1.8320e-03 Ry
no self-energy: leading resonance offset = 1.2000e-02 Ry
no self-energy: predicted coupling factor = 1.3000
equal dipoles: n=2 gap below 1e-6 omega: True
equal dipoles: n=3 gap = 3.0647e-06 Ry
equal dipoles: n=3 third order = 3.0619e-06 Ry
delta^2=3, eta_t=0.01: gap N=1 / gap N=0 = 3.08e-04
PASS
```
